# Koopmans Tuning of a Hybrid Functional for a Localized Oxide Defect

## A single frozen orbital

Let one defect orbital hold $f$ electrons, $0\le f\le1$. Its bare self-repulsion is $J$, and the response of the host lowers this to $J_s$. A hybrid functional contains a fraction $\alpha$ of exact exchange. Suppose that its semilocal part gives the correct self-exchange of the filled orbital, $-J/2$, but varies linearly with $f$. Then, with $h$ the one-electron energy,

$$E(f)=hf+\tfrac12J_sf^2-\tfrac12\alpha Jf^2-\tfrac12(1-\alpha)Jf .$$

The level is the slope,

$$\varepsilon(f)=E'(f)=h+J_sf-\alpha Jf-\tfrac12(1-\alpha)J ,$$

and the total-energy difference is

$$\Delta E=E(1)-E(0)=h+\tfrac12J_s-\tfrac12\alpha J-\tfrac12(1-\alpha)J .$$

Subtraction gives the Koopmans mismatch

$$M=\varepsilon(1)-\Delta E=\tfrac12(J_s-\alpha J).$$

It vanishes at $\alpha=J_s/J$, where the whole curvature $J_s-\alpha J$ vanishes too. Here one condition secures linearity because the energy is quadratic.

Now put the defect in a periodic cell. Let it be neutral when filled, so that its charge is $q=1-f$ in units of $e$. The images and the compensating background change the energy by $-Cq^2$, with $C>0$. The slope at $f=1$ is unaffected, since $q=0$ there, but the energy difference rises by $C$. The cell therefore gives $M_L=M-C$, and its root is $\alpha_L=(J_s-2C)/J$, which is too small. The correction must precede the tuning.

## Conventions and the functional

Gaussian units are used, so two elementary charges a distance $r$ apart interact with energy $e^2/r$. The ions are fixed. The defect level is nondegenerate, localized and inside the gap.

The worked case is a rock-salt lattice model of a wide-gap oxide. It has round parameters and represents no particular material. Each site has one orbital with a Gaussian charge of standard deviation $s$. Anions are nominally filled, cations empty, and one anion site is replaced by a one-electron donor orbital. With density matrices $P^\sigma$ for the two spins, occupations $n_{i\sigma}=P^\sigma_{ii}$, and $\delta n_i$ the deviation of the total occupation from its reference value (2, 0 and 1 for anion, cation and donor),

$$E=\sum_\sigma{\rm tr}(hP^\sigma)+\frac1{2\kappa}\sum_{ij}V_{ij}\delta n_i\delta n_j-\frac\alpha2\sum_{\sigma ij}W_{ij}(P^\sigma_{ij})^2+(1-\alpha)\sum_{i\sigma}e_x(n_{i\sigma}).$$

The matrix $h$ holds site energies and nearest-neighbour hopping. The background permittivity $\kappa$ stands for orbitals outside the basis. The exchange kernel is $W(r)=e^2\,{\rm erf}(r/2s)/r$ at the nearest-image distance, with $W(0)=U=e^2/(\sqrt\pi s)$. The Hartree kernel $V$ is the periodic sum of the same interaction with its cell average removed. The local exchange is

$$e_x(n)=-\frac U2\,\frac{(n+b)^{4/3}-b^{4/3}}{(1+b)^{4/3}-b^{4/3}},$$

where $b$ represents spin density from neighbouring ions. There is no correlation term.

Differentiating with respect to $P^\sigma_{ij}$ gives the mean-field matrix

$$F^\sigma_{ij}=h_{ij}-\alpha W_{ij}P^\sigma_{ij}+\delta_{ij}\Big[\frac1\kappa\sum_kV_{ik}\delta n_k+(1-\alpha)e_x'(n_{i\sigma})\Big].$$

The factors $\frac12$ disappear because the Hartree and exact-exchange terms are quadratic.

## Why the level is an energy derivative

Let the real orbitals $\phi_i$ satisfy $F\phi_i=\varepsilon_i\phi_i$, with occupations $o_i$. In each spin channel $P=\sum_io_i\phi_i\phi_i^T$. When $f$, the occupation of the defect orbital $\phi_d$, changes,

$$\frac{dE}{df}={\rm tr}\Big(F\frac{dP}{df}\Big)=\phi_d^TF\phi_d+\sum_io_i\varepsilon_i\frac{d}{df}(\phi_i^T\phi_i)=\varepsilon_d .$$

The last sum runs over both spins and vanishes because the orbitals stay normalized. This is Janak's relation. It includes orbital relaxation and needs a self-consistent state that varies smoothly with $f$. At $f=1/2$ and the tuned $\alpha$, a finite difference of total energies gives $-1.5260$ eV, equal to the uncorrected level at this precision.

## The finite-cell correction

Near a unit point charge in a cubic cell of side $L$ with uniform background, the zero-average potential behaves as $1/r-\xi/L$. The second term comes from the images and background. In a medium of permittivity $\varepsilon_\infty$, building up the charge from 0 to $q$ against it costs

$$-\int_0^q\frac{\xi e^2q'}{\varepsilon_\infty L}\,dq'=-\frac{\xi e^2q^2}{2\varepsilon_\infty L}.$$

Removing this energy gives, at leading order,

$$E_c(f)=E_L(f)+Cq^2,\qquad C=\frac{\xi e^2}{2\varepsilon_\infty L}.$$

Since $dq/df=-1$, the same correction fixes the level:

$$\varepsilon_c(f)=\varepsilon_L(f)-2Cq .$$

The high-frequency permittivity is appropriate because the ions do not move. A geometry relaxed in a charged cell also contains ionic polarization caused by the images, which this $C$ does not describe.

The formula covers other charge states. Let the filled defect have charge $q_1$, so $q=q_1+1-f$. Then

$$\varepsilon_c(1)=\varepsilon_L(1)-2Cq_1,$$
$$\Delta E_c=\Delta E_L+C[q_1^2-(q_1+1)^2]=\Delta E_L-C(2q_1+1),$$

and hence

$$M=\varepsilon_c(1)-\Delta E_c=M_L-2Cq_1+C(2q_1+1)=M_L+C .$$

The shift of the mismatch is independent of $q_1$. An acceptor that is neutral when empty, $q_1=-1$, needs the same $+C$ as the donor, although its level and energy corrections differ.

The exchange convention matters here. If exchange also used the zero-average periodic kernel, a localized orbital would acquire, at leading order in $1/L$, the extra energy $+\alpha\xi e^2f^2/(2L)$, because its self-exchange would be reduced by the image potential. The nearest-image kernel avoids this term, provided $P_{ij}$ has decayed within half a cell.

**Madelung constant.** The point and Gaussian interactions differ by $e^2{\rm erfc}(r/2s)/r$, whose volume integral is $4\pi s^2e^2$. Removing the cell average of each periodic sum therefore gives

$$V(0)=U-\frac{\xi e^2}{L}+\frac{4\pi s^2e^2}{L^3},$$

apart from terms exponentially small in $L/s$. Solving for $\xi$ at two Gaussian widths gives 2.8373 both times.

**Permittivity.** Apply a weak electron potential $v_0\cos kx$ to the pristine host of $N$ sites with spacing $d$. This is the potential left after screening by $\kappa$. Project the self-consistent occupation change:

$$a=\frac2N\sum_i\delta n_i\cos kx_i .$$

The number density has amplitude $a/d^3$. Poisson's equation and the Gaussian form factor then give

$$\varepsilon(k)=\kappa\Big[1+\frac{4\pi e^2a\,e^{-k^2s^2}}{\kappa k^2d^3v_0}\Big]^{-1}.$$

If $\varepsilon(k)=\varepsilon_\infty+ck^2$ at small $k$, values at $k$ and $2k$ eliminate $c$:

$$\varepsilon_\infty=\frac{4\varepsilon(k)-\varepsilon(2k)}3 .$$

This must be recomputed as $\alpha$ changes. The example uses $k=2\pi/(12d)$, which is not very small. Halving $k$ raises the extrapolated value at the tuned $\alpha$ from 2.983 to 2.998, which would lower $C$ in the tuning cell by about 3 meV and $\alpha$ by about 0.001. In the example $\varepsilon_\infty$ falls from 3.21 at $\alpha=0$ to 2.65 at $\alpha=1$.

## Finding the root

At $\alpha=1$ the sign of $M$ can be derived in the large-cell limit. Freeze the orbitals of the filled state. With $\rho_i=\phi_{d,i}^2$, the second derivative of the frozen energy is

$$K=\Big(\frac1\kappa-1\Big)\sum_{ij}W_{ij}\rho_i\rho_j\le0,$$

because $W>0$ and $\kappa\ge1$. The frozen energy is quadratic in $f$, so

$$E_{\rm frozen}(0)=E(1)-\varepsilon(1)+\tfrac12K\le E(1)-\varepsilon(1).$$

If the self-consistent empty state is the minimum, relaxation can only lower it: $E(0)\le E_{\rm frozen}(0)$. Therefore $\varepsilon(1)\le E(1)-E(0)$, or $M\le0$.

This argument does not fix the sign at $\alpha=0$. There the calculation finds $M=1.07$ eV, against $-2.76$ eV at $\alpha=1$. A root lies between them if the state varies continuously with $\alpha$. The secant step is

$$\alpha_{k+1}=\alpha_k-M_k\frac{\alpha_k-\alpha_{k-1}}{M_k-M_{k-1}} .$$

```
function mismatch(alpha):
    eps    = host_response(alpha)
    C      = xi * e^2 / (2 * eps * L)
    filled = scf(alpha, f=1)
    empty  = scf(alpha, f=0)
    return filled.level - (filled.E - empty.E) + C

require mismatch(0) > 0 > mismatch(1)
alpha = secant(mismatch, 1, 0)

for f in 0, 1/4, 1/2, 3/4, 1:
    s        = scf(alpha, f)
    q        = 1 - f              # neutral when filled
    Ec[f]    = s.E + C(alpha) * q^2
    level[f] = s.level - 2 * C(alpha) * q
    check localization and position in the gap
D[f] = Ec[f] - (1-f) * Ec[0] - f * Ec[1]
compare integral of level with Ec[1] - Ec[0]
repeat mismatch(alpha) in a larger cell
```

## What the root does not guarantee

Define the deviation from the straight line,

$$D(f)=E_c(f)-(1-f)E_c(0)-fE_c(1).$$

It vanishes at both ends. By Janak's relation $D'(f)=\varepsilon_c(f)-\Delta E_c$, so the end slopes are $S_0=\varepsilon_c(0)-\Delta E_c$ and $S_1=M$. If the energy is cubic in $f$, then

$$D(f)=f(1-f)[A(1-f)+Bf].$$

Differentiation at the ends gives $D'(0)=A$ and $D'(1)=-B$. Thus $A=S_0$, $B=-S_1$, and

$$D(f)=f(1-f)[(1-f)S_0-fS_1].$$

Tuning sets $S_1=0$ and leaves $D=S_0f(1-f)^2$. Its derivative is $S_0(1-f)(1-3f)$, so the largest magnitude, $4|S_0|/27$, occurs at $f=1/3$. A quadratic energy has $S_0=-S_1$, and then the remainder vanishes with $M$. In general it must be measured.

The same correction must be used in this measurement. The chord of $(1-f)^2$ is $1-f$, so for the donor the uncorrected deviation is

$$D_L=D-C[(1-f)^2-(1-f)]=D+Cf(1-f).$$

If $C$ is omitted from both tuning and verification, the two errors agree with each other. The cell energy can then look nearly linear at the wrong $\alpha$.

## Worked example

The site spacing is 2.1 Å and $s=0.8$ Å, which gives $U=10.155$ eV. Site energies for anion, cation and donor are 0, 5 and 5 eV. Hopping is 1.5 eV in the host and 0.5 eV to the donor; $\kappa=2$ and $b=0.5$. The tuning cell has 216 sites and side 12.6 Å.

The root is $\alpha=0.303$, where $\varepsilon_\infty=2.983$. The correction is

$$C=\frac{2.8373\times14.3996}{2\times2.983\times12.6}\ {\rm eV}=0.5435\ {\rm eV}.$$

The filled level and the corrected energy difference are both $-2.043$ eV. The uncorrected mismatch at this $\alpha$ is $-0.5435$ eV. Tuning without the correction gives $\alpha=0.159$, about half the corrected value.

Between $\alpha=0$ and $\alpha=1$ the filled level moves from $-0.94$ to $-4.91$ eV, while $\Delta E_c$ moves only from $-2.01$ to $-2.16$ eV. The functional explains part of this contrast: $e_x(0)=0$ and $e_x(1)=-U/2$ equal the exact self-exchange of an empty and a filled site. The donor site is not completely filled, however, so its on-site term still depends on $\alpha$ by a few tenths of an eV, and this is largely cancelled by the exchange terms of the host sites. Of the 0.14 eV change in $\Delta E_c$, 0.11 eV comes from the change of $C$ with $\varepsilon_\infty$. The mixing thus acts strongly on the slope at the filled end and weakly on the energy difference between the two integer occupations.

The host edges at the tuned $\alpha$ are $-6.856$ and $1.756$ eV, a gap of 8.61 eV. The vertical donor level lies $-2.043+6.856=4.813$ eV above the valence edge. The defect condition does not by itself make the host edges correct, so this position inherits their error. The edges also come from a single host cell of $12\times6\times6$ sites and were not converged with its size, so the finite-size error of the position is not known.

The fractional-charge results in the 216-site tuning cell are:

| $f$ | $\varepsilon_c$ (eV) | $D$ (meV) |
|---:|---:|---:|
| 0 | −1.936 | 0 |
| 0.25 | −2.030 | 13.8 |
| 0.50 | −2.070 | 11.3 |
| 0.75 | −2.071 | 3.9 |
| 1 | −2.043 | 0 |

At $f=1/2$ and $\alpha=0$ the deviation is $-255$ meV, so in this cell tuning reduces the midpoint magnitude by a factor of about 22. The level is less constant than the small energy deviation may suggest. It falls and then turns upward, so the energy is concave at small $f$ and convex near $f=1$. In this cell the empty level still misses $\Delta E_c$ by $S_0=0.108$ eV. For quantities read from the empty level, this mismatch matters more than the small $D$.

The cubic formula predicts $D(1/2)=S_0/8=13.4$ meV, against 11.3 meV found directly. At $\alpha=0$ it predicts $-250$ meV, against $-255$ meV. The test tolerance is 50 meV, so it is informative for the untuned case but not for the small tuned remainder. A separate test integrates the five corrected levels with Boole's rule:

$$\int_0^1\varepsilon_c\,df\simeq\frac{7\varepsilon_0+32\varepsilon_{1/4}+12\varepsilon_{1/2}+32\varepsilon_{3/4}+7\varepsilon_1}{90}=-2.0434\ {\rm eV},$$

where the subscripts denote $f$. This agrees with $\Delta E_c$ to the digits shown.

Without the image correction, the midpoint deviation at the tuned $\alpha$ would be $11.3+543.5/4=147$ meV. A check on raw cell energies would wrongly reject this functional.

In a 512-site cell of side 16.8 Å, the corrected mismatch at the same $\alpha$ is $-4$ meV. Between the two cells the uncorrected mismatch changes by 132 meV and the corrected one by $-4$ meV. With the mean slope $dM/d\alpha\simeq-3.52$ eV, the remaining mismatch would shift $\alpha$ by about $-0.001$. The corrected energy difference itself changes by 9 meV, so part of its drift cancels against that of the filled level. Two cells show that the remainder is small here; they do not establish its power law in $L$.

## Cost, stability and failure modes

Each new $\alpha$ needs two defect calculations and one host response. The linearity check adds three fractional occupations, and the larger cell adds two defect calculations. With dense matrices, diagonalization scales as $N^3$ and the exchange product as $N^2$. Reflection symmetry about the defect splits the matrix into eight blocks. If they had equal size, diagonalization would cost $8(N/8)^3=N^3/64$ in the same units.

The self-consistent iteration can mix output matrices $F_k^{\rm out}$ with coefficients $c_k$, $\sum_kc_k=1$, chosen to minimize the norm of $\sum_kc_k(F_k^{\rm out}-F_k^{\rm in})$. Its tolerance should be well below that of $M$. Near the root, $\delta\alpha\simeq\delta M/|dM/d\alpha|$, so an error of $10^{-4}$ eV changes $\alpha$ by about $3\times10^{-5}$.

Permittivity errors matter more. From $\delta C=-C\,\delta\varepsilon_\infty/\varepsilon_\infty$, a 10% error in $\varepsilon_\infty$ changes $M$ by about 0.054 eV and $\alpha$ by about 0.015. Replacing the tuning by $\alpha=1/\varepsilon_\infty=0.335$ would leave an estimated mismatch of $-3.52\times(0.335-0.303)\simeq-0.11$ eV, or slightly more in magnitude, because $M$ falls faster above the root than the mean slope below it. The inverse permittivity is a useful starting value here, but it does not satisfy the condition.

The scheme should be stopped or changed in these cases:

- **The level enters a band or spreads over the cell.** The point-charge correction then loses its basis. In the example the donor-site weight is 0.84 when empty and 0.89 when filled, and both corrected levels lie in the gap.
- **The solution changes branch.** A jump to another orbital or spin state breaks both Janak's relation along the path and the continuity needed by the root search. Localization and level order should be followed in $f$ and $\alpha$.
- **The level is degenerate.** Fractional filling must then specify how electrons are shared, and the single-orbital derivation does not cover that choice.
- **The remainder is too large.** If $|S_0|$ or $|D|$ exceeds the accuracy required, a root of $M$ is insufficient. One mixing parameter cannot in general satisfy independent conditions at both ends.

The complete values are in the numerical output below.

## Table of computed values

```
e^2 = 14.3996 eV angstrom; site spacing = 2.1 angstrom
Gaussian width = 0.8 angstrom; on-site repulsion U = 10.155 eV
Site energies anion, cation, defect = 0.0, 5.0, 5.0 eV
Hopping host, defect = 1.5, 0.5 eV
Background permittivity = 2.0; background spin occupation = 0.5
Cell sides = 12.6 and 16.8 angstrom (216, 512 sites)
Madelung constant xi, two widths = 2.837297, 2.837297
alpha | permittivity | C (eV) | filled level (eV) | E(1)-E(0) (eV) | M (eV)
0.0000 | 3.2145 | 0.5044 | -0.9446 | -2.0119 | 1.06730
0.3029 | 2.9830 | 0.5435 | -2.0434 | -2.0434 | 0.00002
1.0000 | 2.6496 | 0.6119 | -4.9126 | -2.1566 | -2.75604
Tuned alpha with correction = 0.3029
Tuned alpha without correction = 0.1594
Inverse permittivity at tuned alpha = 0.3352
Uncorrected mismatch at tuned alpha = -0.5435 eV
Host valence edge, conduction edge = -6.8564, 1.7564 eV
Host gap at tuned alpha = 8.6128 eV
Vertical donor level above valence edge = 4.8130 eV
Defect-site weight, empty and filled = 0.8435, 0.8861
f | uncorrected level (eV) | corrected level (eV) | D(f) (meV)
0.00 | -0.8489 | -1.9359 | 0.00
0.25 | -1.2145 | -2.0297 | 13.81
0.50 | -1.5260 | -2.0695 | 11.32
0.75 | -1.7991 | -2.0708 | 3.94
1.00 | -2.0434 | -2.0434 | 0.00
Energy derivative at f=0.5, uncorrected = -1.52601 eV
Integral of corrected level = -2.04341 eV
End slope S0 at tuned alpha = 0.1075 eV
Cubic estimate of D(1/2), tuned = 13.43 meV
D(1/2) at alpha=0, measured = -254.68 meV
D(1/2) at alpha=0, cubic estimate = -249.84 meV
Large cell: C = 0.4076 eV; E(1)-E(0) corrected = -2.0347 eV
Large cell: mismatch uncorrected, corrected = -0.4117, -0.0040 eV
Mismatch drift between cells, uncorrected = 0.1318 eV
Mismatch drift between cells, corrected = -0.0041 eV
Mean slope of M from alpha=0 to tuned alpha = -3.5237 eV
Estimated alpha shift in large cell = -0.0011
```
